# Deuterium Quadrupole Tensors Averaged by Methyl Rotation and Phenyl Flips

## Data and conventions

A deuteron (spin $I=1$) in a C–D bond sits in an electric field gradient $V=eq\,v$. Here $eq$ is the principal value of largest magnitude, and $v$ is a dimensionless, symmetric, traceless tensor. In its principal frame, with $z$ along the bond,

$$v=\mathrm{diag}\left(-\frac{1-s}{2},\,-\frac{1+s}{2},\,1\right).$$

The signed number $s=v_{xx}-v_{yy}$ measures the departure from axial symmetry. For an averaged tensor the axes are relabelled so that $|v_{zz}|\ge|v_{yy}|\ge|v_{xx}|$, and the asymmetry is $\eta=(v_{xx}-v_{yy})/v_{zz}$.

With $C_Q=e^2qQ/h$ and Larmor frequency $\nu_0\gg C_Q$, the Hamiltonian is

$$\frac{H}{h}=-\nu_0 I_Z+\frac{C_Q}{2}\sum_{ij}v_{ij}I_iI_j ,$$

where $Z$ is the field direction, with unit vector $b$. Frequencies are given in kHz, the natural unit here. The group that moves is rigid, and it jumps between $N$ equally populated sites with the same rate $k$ between every pair.

## Part (a): line positions

**Question.** Find the two transition frequencies to first order in $C_Q$.

**Answer.** The Zeeman levels $m=1,0,-1$ are well separated, so first-order perturbation theory needs the diagonal elements of the quadrupole term. The products $I_XI_Z$ and $I_YI_Z$ change $m$ by one. The combination $I_XI_Y+I_YI_X$ changes it by two. None of these has a diagonal element. For the squares, $I_X^2+I_Y^2=2-I_Z^2$, and a state $|m\rangle$ does not distinguish $X$ from $Y$, so

$$\langle I_X^2\rangle=\langle I_Y^2\rangle=\frac{2-m^2}{2}.$$

Zero trace gives $v_{XX}+v_{YY}=-v_{ZZ}$. Therefore

$$\Big\langle\sum_{ij} v_{ij}I_iI_j\Big\rangle=v_{ZZ}m^2-v_{ZZ}\frac{2-m^2}{2}=\frac{v_{ZZ}}{2}(3m^2-2),$$

$$\frac{E_m}{h}=-\nu_0m+\frac{C_Q}{4}v_{ZZ}(3m^2-2).$$

The quadrupole shift is $+C_Qv_{ZZ}/4$ for $m=\pm1$ and $-C_Qv_{ZZ}/2$ for $m=0$. The two differ by $\tfrac34C_Qv_{ZZ}$, which is subtracted from $\nu_0$ in the transition $1\to0$ and added in $0\to-1$. Relative to $\nu_0$, the lines lie at

$$\nu=\pm\frac34C_Q\,v_{ZZ},\qquad v_{ZZ}=b\cdot v\cdot b .$$

The neglected shifts are of order $C_Q^2/\nu_0$. Each sign defines one branch of the spectrum, and on each branch the position is linear in $v$.

## Part (b): the effect of jumps

**Question.** On one branch, site $j$ has angular frequency $\omega_j$. Find the position and width of the line when $k$ is much larger than the spread of the $\omega_j$. For $N=2$, find also the rate at which the two eigenfrequencies merge.

**Answer.** A jump turns the molecule but leaves the spin state as it is, so magnetization of one transition is passed on to the same transition at the new site. The site magnetizations $m_j$ obey

$$\frac{dm}{dt}=(i\Omega+K)m,\qquad \Omega=\mathrm{diag}(\omega_j),\qquad K=k(J-N\mathbf 1),$$

where every element of $J$ is 1. The diagonal of $K$ is $-(N-1)k$, the total rate of leaving a site.

The uniform unit vector $u=(1,\dots,1)/\sqrt N$ satisfies $Ju=Nu$, so $Ku=0$. Any vector $w$ orthogonal to $u$ has $Jw=0$, so $Kw=-Nkw$. Treat $i\Omega$ as a perturbation of $K$. The first-order eigenvalue is

$$u^T(i\Omega)u=\frac iN\sum_j\omega_j=i\langle\omega\rangle .$$

The second-order term is a sum over an orthonormal set of vectors $w$, with denominator $0-(-Nk)=Nk$:

$$\sum_w\frac{(w^Ti\Omega u)^2}{Nk}=-\frac{|\Omega u|^2-(u^T\Omega u)^2}{Nk}=-\frac{\langle\omega^2\rangle-\langle\omega\rangle^2}{Nk}.$$

The middle step uses completeness: the squared components of $\Omega u$ along all $w$ add up to $|\Omega u|^2$ less the squared component along $u$. Hence

$$\lambda\approx i\langle\omega\rangle-\frac{\mathrm{Var}(\omega)}{Nk}.$$

Equal populations mean that the signal starts in the state $u$, so to leading order it all belongs to this slowly decaying mode. A decay $e^{-Rt}$ gives a Lorentzian of full width $2R$ in angular frequency, or $R/\pi$ in Hz. The full width at half height is therefore

$$\Delta\nu=\frac{\mathrm{Var}(\omega)}{\pi Nk}.$$

This width counts only the diagonal part of the quadrupole term kept in part (a). The parts that change $m$ also fluctuate with the jumps. They connect levels separated by $\nu_0$ or $2\nu_0$, so in second order their denominator is $Nk\pm2\pi i\nu_0$ or $Nk\pm4\pi i\nu_0$ instead of $Nk$. Their contribution to the decay rate has the same form as above, with two changes: the numerator is a sum of variances over the sites of off-diagonal elements of the coupling in the field frame, not $\mathrm{Var}(\omega)$, and there is an extra factor of order $(Nk)^2/[(Nk)^2+(2\pi\nu_0)^2]$. The formula thus assumes $Nk\ll2\pi\nu_0$ as well. It also assumes a field direction for which $\mathrm{Var}(\omega)$ is not small: where all sites have the same frequency, the formula gives zero and these terms supply the whole exchange width. Where the formula holds, the line narrows as $k$ grows. The line sits at the mean frequency. Since the frequency is linear in $v$, this is the frequency of the averaged tensor

$$\bar v=\frac1N\sum_jR_jvR_j^T,$$

where $R_j$ is the rotation that leads to site $j$.

For two sites write $\omega_{1,2}=\langle\omega\rangle\pm\delta$ and $\lambda=i\langle\omega\rangle-k+\mu$. The determinant condition is

$$(i\delta-\mu)(-i\delta-\mu)-k^2=\mu^2+\delta^2-k^2=0,\qquad \mu=\pm\sqrt{k^2-\delta^2}.$$

For $k<\delta$ the root is imaginary and there are two frequencies. For $k>\delta$ it is real and both modes have the frequency $\langle\omega\rangle$. The eigenfrequencies merge at $k=\delta$. The observed peaks merge earlier. With $x=\omega-\langle\omega\rangle$ the line shape is proportional to $1/[(\delta^2-x^2)^2+4k^2x^2]$, whose maxima lie at $x^2=\delta^2-2k^2$, so a single peak is seen once $k\ge\delta/\sqrt2$. For $k\gg\delta$ the slow root is $-k+k\left(1-\delta^2/2k^2\right)=-\delta^2/2k$, in agreement with the general result, because $\mathrm{Var}(\omega)=\delta^2$ and $N=2$.

## Part (c): methyl rotation

**Question.** A CD$_3$ group makes fast threefold jumps about an axis $n$, whose polar angles in the principal frame of $v$ are $\theta,\phi$. Find $\bar v$. Evaluate it for $s=0$ and tetrahedral geometry, and decide whether continuous rotation would give another answer.

**Answer.** Use axes $1,2$ perpendicular to $n$, and follow the components of $v$ when the tensor is turned by an angle $\alpha$ about $n$.

- $v_{nn}$ and the transverse trace $v_{11}+v_{22}$ do not change.
- The pair $(v_{1n},v_{2n})$ is a vector in the plane, so $v_{1n}+iv_{2n}$ is multiplied by $e^{i\alpha}$.
- Let $a=(v_{11}-v_{22})/2$ and $c=v_{12}$. Applying the rotation matrix on both sides gives
$$a'=a\cos^2\alpha-2c\sin\alpha\cos\alpha-a\sin^2\alpha=a\cos2\alpha-c\sin2\alpha,$$
$$c'=2a\sin\alpha\cos\alpha+c(\cos^2\alpha-\sin^2\alpha)=a\sin2\alpha+c\cos2\alpha,$$
so $a+ic$ is multiplied by $e^{2i\alpha}$.

For $\alpha=0^\circ,120^\circ,240^\circ$ the three factors $e^{i\alpha}$ add up to zero, and so do the three factors $e^{2i\alpha}$. What remains is $v_{nn}$ along $n$ and two equal transverse values, each $-v_{nn}/2$ by zero trace. The averaged tensor is axial about $n$ for any $s$.

Continuous rotation replaces the sums by integrals of $e^{i\alpha}$ and $e^{2i\alpha}$ over a full turn. These vanish too, so $\bar v$ is the same. The averaged tensor cannot tell the two motions apart.

To find $v_{nn}$, insert $n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$:

$$v_{nn}=\cos^2\theta-\frac{1-s}{2}\sin^2\theta\cos^2\phi-\frac{1+s}{2}\sin^2\theta\sin^2\phi$$

$$=\cos^2\theta-\frac12\sin^2\theta+\frac s2\sin^2\theta\cos2\phi=\frac12\left(3\cos^2\theta-1+s\sin^2\theta\cos2\phi\right).$$

In tetrahedral geometry the four unit vectors along the bonds of the carbon add up to zero. The scalar product of this sum with the vector along the rotation axis gives $1+3\cos\theta=0$, so $\cos\theta=-1/3$ and $\theta=109.47^\circ$. For $s=0$,

$$v_{nn}=\frac12\left(\frac39-1\right)=-\frac13,\qquad \bar v=\mathrm{diag}\left(\frac16,\frac16,-\frac13\right)\ \text{with the last axis along } n.$$

The unique principal value is multiplied by $-1/3$, and the unique axis moves from the C–D bond to the rotation axis. The averaged tensor is thus not $-1/3$ times the old one in the old frame. A nonzero $s$ changes the factor to $-\frac13+\frac49s\cos2\phi$, because $\sin^2\theta=8/9$. Real methyl groups are not exactly tetrahedral, and the factor is sensitive to the angle: at $\theta=111^\circ$, close to the H–C–C angle of ethane, the $s=0$ value is $-0.307$.

## Part (d): phenyl flips

**Question.** A phenyl ring makes fast $180^\circ$ flips about the axis through its point of attachment and the para carbon. Find $\bar v$ and $\eta$ for the ortho and meta deuterons of a regular hexagonal ring with $s=0$. How does $\eta$ depend on the bond angle and on $s$? What happens to the para deuteron?

**Answer.** For $\alpha=0^\circ,180^\circ$ the factors $e^{i\alpha}$ are $1,-1$ and cancel, but the factors $e^{2i\alpha}$ are $1,1$ and do not. The flip removes the components that couple $n$ to the transverse plane and leaves the transverse anisotropy untouched. This is why the result need not be axial.

Let $x$ lie in the ring plane and $y$ along the ring normal. With angle $\beta$ between bond and flip axis, take

$$n=(\sin\beta,0,\cos\beta),\qquad e=(\cos\beta,0,-\sin\beta),\qquad y=(0,1,0).$$

The component $v_{ne}$ is removed by the flip, and $v_{ny}=v_{ey}=0$ because $v$ is diagonal and $n,e$ have no $y$ component. So $n,e,y$ are the principal axes of $\bar v$, with values

$$\bar v_{nn}=\cos^2\beta-\frac{1-s}{2}\sin^2\beta,\quad \bar v_{ee}=\sin^2\beta-\frac{1-s}{2}\cos^2\beta,\quad \bar v_{yy}=-\frac{1+s}{2}.$$

In a regular hexagon the ortho and meta bonds make $60^\circ$ or $120^\circ$ with the axis. Reversing $n$ turns one case into the other, so $\beta=60^\circ$ covers both. With $\cos^2\beta=1/4$, $\sin^2\beta=3/4$ and $s=0$,

$$\bar v_{nn}=\frac14-\frac38=-\frac18,\qquad \bar v_{ee}=\frac34-\frac18=\frac58,\qquad \bar v_{yy}=-\frac12 .$$

The largest value belongs to the in-plane direction perpendicular to the flip axis. In order of magnitude,

$$\eta=\frac{-\frac18-\left(-\frac12\right)}{\frac58}=\frac{3/8}{5/8}=\frac35 .$$

*Bond angle.* For $s=0$ the three values are $\frac12(3\cos^2\beta-1)$, $\frac12(2-3\cos^2\beta)$ and $-\frac12$. If $\cos^2\beta\le1/3$, the second is at least $1/2$ and the first lies between $-1/2$ and $0$, so the ordering is the same as above and

$$\eta=\frac{\frac12(3\cos^2\beta-1)+\frac12}{\frac12(2-3\cos^2\beta)}=\frac{3\cos^2\beta}{2-3\cos^2\beta}.$$

At $\beta=90^\circ$ this vanishes: the flip reverses the bond, and an axial tensor does not change when its axis is reversed. At $\cos^2\beta=1/3$ it reaches 1. An angle of $60^\circ$ lies close to that end, and $\eta$ is sensitive there: it is 0.66 at $59^\circ$ and 0.54 at $61^\circ$.

*Static asymmetry.* At $\beta=60^\circ$ the values are $\frac18(3s-1)$, $\frac18(5+s)$ and $-\frac12(1+s)$. Then

$$\eta=\frac{\frac18(3s-1)+\frac18(4+4s)}{\frac18(5+s)}=\frac{3+7s}{5+s}.$$

The ordering requires $4+4s\le5+s$, so $s\le1/3$, and $1-3s\le4+4s$, so $s\ge-3/7$. For $s=-0.05$ and $+0.05$ the result is 0.54 and 0.66. A measured $\eta$ near 0.6 therefore agrees with this motion, but a small deviation does not by itself tell a change of angle from a static asymmetry.

*Para deuteron.* Its bond lies on the flip axis, $\beta=0$. A $180^\circ$ turn about a principal axis leaves the tensor as it was, so the flips have no effect on its line position.

## Part (e): powder patterns

**Question.** For $C_Q=160$ kHz and $s=0$, find the singularities and edges of the powder spectrum for a static deuteron, the methyl group and the flipping phenyl ring. Can the sign of the methyl factor be read from the spectrum?

**Answer.** Let $\nu_i=\frac34C_Q\bar v_i$ be the principal frequencies of one branch, and $b_i$ the components of $b$ on the principal axes. Then $\nu=\sum_i\nu_ib_i^2$ with $\sum_ib_i^2=1$. Near axis $i$, eliminating $b_i^2$ gives

$$\nu-\nu_i=(\nu_j-\nu_i)b_j^2+(\nu_k-\nu_i)b_k^2 .$$

*End of the branch.* If $\nu_i$ is the smallest or largest of three distinct values, both coefficients have the same sign. Call their magnitudes $g_1,g_2$. Directions with $|\nu-\nu_i|<\epsilon$ fill an ellipse of area $\pi\epsilon/\sqrt{g_1g_2}$ around each of the two ends of the axis. Divided by the full solid angle $4\pi$, this is a fraction $\epsilon/(2\sqrt{g_1g_2})$. The intensity starts with a finite step of height $1/(2\sqrt{g_1g_2})$.

*Middle value.* Here the coefficients have opposite signs. With scaled coordinates $P,Q$ the offset is $\epsilon=P^2-Q^2$. For $\epsilon>0$, integrating $\delta(\epsilon-P^2+Q^2)$ over $P$ gives two roots, each contributing $1/(2|P|)$. The intensity is then proportional to

$$\int_{-L}^{L}\frac{dQ}{\sqrt{\epsilon+Q^2}}\approx\ln\frac{4L^2}{\epsilon},$$

where $L$ limits the region in which the expansion holds. For $\epsilon<0$, $P$ and $Q$ exchange roles. The intensity diverges logarithmically, which makes a horn.

*Axial tensor.* Now $\nu=\nu_\perp+(\nu_\parallel-\nu_\perp)\cos^2\vartheta$, where $\vartheta$ is the angle between $b$ and the unique axis, and $|\cos\vartheta|$ is uniformly distributed between 0 and 1 in a powder. The intensity is

$$\left|\frac{d|\cos\vartheta|}{d\nu}\right|=\frac{1}{2\sqrt{(\nu-\nu_\perp)(\nu_\parallel-\nu_\perp)}},$$

so the horn lies at $\nu_\perp$ and the outer edge at $\nu_\parallel$.

The common value $C_Q=160$ kHz, the choice $s=0$ and the ideal angles are model values; real methyl and aromatic C–D bonds differ in $C_Q$, $s$ and geometry. With $\frac34C_Q=120$ kHz, the principal frequencies of one branch are:

- static: $120\times(-\frac12,-\frac12,1)=(-60,-60,120)$ kHz
- methyl: $120\times(\frac16,\frac16,-\frac13)=(20,20,-40)$ kHz
- phenyl: $120\times(-\frac18,-\frac12,\frac58)=(-15,-60,75)$ kHz

The other branch is the mirror image. The full spectra have these features:

- static: horns at $\pm60$ kHz, a splitting of 120 kHz, and edges at $\pm120$ kHz
- methyl: horns at $\pm20$ kHz, a splitting of 40 kHz, and edges at $\pm40$ kHz
- phenyl: horns at $\pm15$ kHz, a splitting of 30 kHz, steps at $\pm60$ kHz and edges at $\pm75$ kHz

For phenyl, the step at $-60$ kHz has distances 45 and 135 kHz to the other principal frequencies, and its height is $1/(2\sqrt{45\times135})=0.0064$ per kHz. At 75 kHz the distances are 90 and 135 kHz, and the height is 0.0045 per kHz. Both refer to a branch of unit area.

Reversing the sign of $\bar v$ exchanges the two branches and leaves their sum unchanged. The spectrum shows that the methyl pattern is three times narrower than the static one, but not that the factor is negative.

A numerical powder average, which takes the mean of the site frequencies at each field direction, confirms these positions. Its static edge appears at 119.6 kHz, because the grid does not contain the bond direction itself.

## Part (f): how fast is fast?

**Question.** For the phenyl ring of part (e), find the field direction that separates the two site frequencies most. Give the merging rate for that direction and the residual width at $k=10^8\ \mathrm{s}^{-1}$.

**Answer.** The flip reverses the sign of $v_{ne}$, so the two sites have

$$b\cdot v\cdot b=b\cdot\bar v\cdot b\pm2b_nb_ev_{ne}.$$

For $s=0$ the tensor is $v_{ij}=\frac12(3z_iz_j-\delta_{ij})$, with $z$ the bond vector. Since $n\cdot e=0$,

$$v_{ne}=\frac32(n\cdot z)(e\cdot z)=-\frac32\cos\beta\sin\beta=-\frac{3\sqrt3}{8}.$$

Because $b_n^2+b_e^2\le1$, the product $|b_nb_e|$ is at most $1/2$. This is reached at $b_n=b_e=1/\sqrt2$, midway between the flip axis and the in-plane perpendicular. There the mean frequency is $120\times\frac12\left(-\frac18+\frac58\right)=30$ kHz, and half the difference is $120\times3\sqrt3/8=77.9$ kHz. The sites lie at $-47.9$ and $107.9$ kHz.

In angular frequency $\delta=2\pi\times77.94\times10^3=4.90\times10^5\ \mathrm{s}^{-1}$, which is the rate at which the eigenfrequencies merge for this direction. The two observed peaks merge at $\delta/\sqrt2=3.46\times10^5\ \mathrm{s}^{-1}$. At $k=10^8\ \mathrm{s}^{-1}$ the width from part (b) is

$$\Delta\nu=\frac{\delta^2}{2\pi k}=\frac{(4.897\times10^5)^2}{2\pi\times10^8}\ \mathrm{Hz}\approx382\ \mathrm{Hz}.$$

Diagonalizing the exchange matrix gives the same value. The terms that change $m$ add to this width. For this direction, with $Z=(n+e)/\sqrt2$ and $X=(n-e)/\sqrt2$, the fluctuating coupling is $\pm\frac{C_Q}{2}v_{ne}(I_Z^2-I_X^2)$. Its only off-diagonal element connects $m=1$ and $m=-1$ and has magnitude $C_Q|v_{ne}|/4$, one third of $\delta/2\pi$. The relative addition to the width is therefore $\frac19(2k)^2/[(2k)^2+(4\pi\nu_0)^2]$, which never exceeds $1/9$ and is about 1% (4 to 5 Hz) at $\nu_0=46$ MHz. The statements below refer to the part computed here. This is the largest width in the powder, since $\delta$ is largest for this direction. It is small compared with the 30 kHz between the horns, so the averaged tensor describes the pattern well. For $k$ near $\delta$ the averaged tensor is not enough to fix the line shape, which then depends on the rate as well. For $k\ll\delta$ the eigenvalues tend to $i\langle\omega\rangle-k\pm i\delta$, which are the separate site lines, each broadened by the rate of leaving the site.

## Numbers as computed

```
Coupling constant C_Q: 160.0 kHz
Line factor (3/4) C_Q: 120.0 kHz
Methyl bond-axis angle: 109.4712 degrees
Phenyl bond-axis angle: 60.0 degrees
Static v_xx, v_yy, v_zz: -0.500000, -0.500000, 1.000000 (no unit)
Static asymmetry eta: 0.0000 (no unit)
Static principal line positions, one branch: -60.00, -60.00, 120.00 kHz
Static powder horns at +-60.0 kHz (1 kHz bins)
Static powder outer edges at +-119.6 kHz (grid)
Static horn splitting from tensor: 120.00 kHz
Methyl v_xx, v_yy, v_zz: 0.166667, 0.166667, -0.333333 (no unit)
Methyl asymmetry eta: 0.0000 (no unit)
Methyl principal line positions, one branch: 20.00, 20.00, -40.00 kHz
Methyl powder horns at +-20.0 kHz (1 kHz bins)
Methyl powder outer edges at +-40.0 kHz (grid)
Methyl horn splitting from tensor: 40.00 kHz
Phenyl v_xx, v_yy, v_zz: -0.125000, -0.500000, 0.625000 (no unit)
Phenyl asymmetry eta: 0.6000 (no unit)
Phenyl principal line positions, one branch: -15.00, -60.00, 75.00 kHz
Phenyl powder horns at +-15.0 kHz (1 kHz bins)
Phenyl powder outer edges at +-75.0 kHz (grid)
Phenyl horn splitting from tensor: 30.00 kHz
Phenyl step height at lower end: 0.00642 per kHz
Phenyl step height at upper end: 0.00454 per kHz
Phenyl eta, angle 59 degrees, s = 0: 0.6608 (no unit)
Phenyl eta, angle 61 degrees, s = 0: 0.5445 (no unit)
Phenyl eta, angle 60 degrees, s = -0.05: 0.5354 (no unit)
Phenyl eta, angle 60 degrees, s = +0.05: 0.6634 (no unit)
Phenyl site lines, largest separation: -47.94, 107.94 kHz
Their mean: 30.00 kHz
Half their difference: 77.94 kHz
Merging rate k = delta: 4.897e+05 1/s
Chosen fast rate k: 1.0e+08 1/s
Residual full width, exchange matrix: 381.7 Hz
Residual full width, formula: 381.7 Hz
```
